# Does exact exchange add a force term in plane-wave calculations?: test program

```python
"""Does exact exchange add a term to the force on an ion in a plane-wave code?

Result under test: with norm-conserving potentials the self-consistent force is
the local plus the nonlocal pseudopotential term, with no exchange term.  With
augmented pair densities and a moving overlap, explicit exchange terms appear.

Model: closed-shell Hartree-Fock, Gamma point, cubic cell, two equal ions.
c        plane-wave coefficients of the doubly occupied orbitals (columns)
beta     projector of an ion;  p = <beta|psi>;  depth = its strength D
Q, q     augmentation charge of an ion and its integral;  S = 1 + q |beta><beta|
W        on-site exchange strength;  alpha = fraction of exact exchange
rho_ij   Fourier integral of the pair density psi_i* psi_j (plus augmentation)
Energies in eV, lengths in angstrom.  The ion-ion energy is left out.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

E2 = const.e / const.epsilon_0 * 1e10                      # e^2/eps0, eV angstrom
KIN = const.hbar**2 / (2 * const.m_e * const.e) * 1e20     # hbar^2/2m, eV angstrom^2
GPA = const.e * 1e30 / 1e9                                # eV/angstrom^3 in GPa

CELL, CHARGE, DEPTH = 5.0, 2.0, -20.0
ION_WIDTH, BETA_WIDTH, AUG_WIDTH = 0.8, 0.7, 0.7
IONS = np.array([[0.3, 0.2, 0.1], [2.0, 0.9, 0.5]])
NOCC, M = 2, 9

ints = np.rint(np.fft.fftfreq(M, 1 / M)).astype(int)
n_all = np.array(np.meshgrid(ints, ints, ints, indexing="ij")).reshape(3, -1).T
n_basis = n_all[(n_all**2).sum(axis=1) <= 8]
NB = len(n_basis)
diff = (n_basis[:, None, :] - n_basis[None, :, :]) % M
DIFF = (diff[..., 0] * M + diff[..., 1]) * M + diff[..., 2]
ROWS = np.arange(NB)[:, None]


class Model:
    def __init__(self, ions=IONS, cell=CELL, q=0.0, W=0.0, alpha=1.0):
        self.q, self.W, self.alpha = q, W, alpha
        self.vol = cell**3
        self.gb = 2 * np.pi / cell * n_basis
        self.g = 2 * np.pi / cell * n_all
        g2 = (self.g**2).sum(axis=1)
        gb2 = (self.gb**2).sum(axis=1)
        self.kin = KIN * gb2
        safe = np.where(g2 > 0, g2, 1.0)
        self.coul = np.where(g2 > 0, E2 / safe, 0.0)
        # exchange kernel: Coulomb interaction cut at a sphere of the cell volume
        rc = (3 * self.vol / (4 * np.pi))**(1 / 3)
        self.vx = np.where(g2 > 0, E2 / safe * (1 - np.cos(np.sqrt(g2) * rc)),
                           E2 * rc**2 / 2)
        form = np.exp(-gb2 * BETA_WIDTH**2 / 2)
        form /= np.linalg.norm(form)
        self.beta = [form * np.exp(-1j * self.gb @ r) for r in ions]
        phase = [np.exp(-1j * self.g @ r) for r in ions]
        self.Q = [q * np.exp(-g2 * AUG_WIDTH**2 / 4) * f for f in phase]
        smear = np.exp(-g2 * ION_WIDTH**2 / 4)
        self.vion = [-CHARGE * self.coul * smear * f / self.vol for f in phase]
        self.vloc = sum(self.vion)
        self.S = np.eye(NB, dtype=complex)
        for b in self.beta:
            self.S += q * np.outer(b, b.conj())


def analyse(m, c):
    """Fock matrix, exchange matrix, densities and energy parts for orbitals c."""
    p = np.array([b.conj() @ c for b in m.beta])
    tables = []
    for i in range(NOCC):
        t = np.zeros((NB, M**3), dtype=complex)
        t[ROWS, DIFF] = c[:, i].conj()[None, :]
        if m.q != 0:
            for b, Q, pi in zip(m.beta, m.Q, p[:, i]):
                t += np.outer(b.conj(), pi.conj() * Q)
        tables.append(t)
    rho = np.array([[t.T @ c[:, j] for j in range(NOCC)] for t in tables])
    dens = 2 * sum(rho[i, i] for i in range(NOCC))
    vtot = m.vloc + m.coul * dens / m.vol
    H = np.diag(m.kin).astype(complex) + vtot[DIFF]
    X = -sum((t.conj() * m.vx) @ t.T for t in tables) / m.vol
    weight = (abs(p)**2).sum(axis=1)
    for b, Q, w in zip(m.beta, m.Q, weight):
        bb = np.outer(b, b.conj())
        H += (DEPTH + np.real(vtot @ Q.conj())) * bb
        X -= m.W * w * bb
    X = m.alpha * X
    parts = np.array([
        2 * np.sum(m.kin[:, None] * abs(c)**2),
        np.real(m.vloc @ dens.conj()),
        2 * DEPTH * weight.sum(),
        0.5 * np.sum(m.coul * abs(dens)**2) / m.vol,
        -m.alpha * (np.sum(m.vx * abs(rho)**2) / m.vol + m.W * np.sum(weight**2))])
    return dict(F=H + X, X=X, p=p, rho=rho, dens=dens, vtot=vtot, parts=parts)


def solve(m, start=None):
    """Self-consistent orbitals by extrapolation of the Fock matrix."""
    F = start
    if F is None:
        F = np.diag(m.kin).astype(complex) + m.vloc[DIFF]
        for b in m.beta:
            F = F + DEPTH * np.outer(b, b.conj())
    focks, errors = [], []
    for _ in range(120):
        c = eigh(F, m.S)[1][:, :NOCC]
        a = analyse(m, c)
        half = a["F"] @ c @ (c.conj().T @ m.S)
        err = half - half.conj().T
        size = np.linalg.norm(err)
        if size < 1e-7:
            levels = eigh(a["F"], m.S, eigvals_only=True)
            a.update(c=c, gap=levels[NOCC] - levels[NOCC - 1])
            return a
        focks.append(a["F"])
        errors.append(err.ravel())
        focks, errors = focks[-8:], errors[-8:]
        norms = np.array([np.linalg.norm(e) for e in errors])
        unit = np.array(errors) / norms[:, None]
        gram = np.real(unit.conj() @ unit.T) + 1e-12 * np.eye(len(norms))
        w = np.linalg.solve(gram, norms.min() / norms) / norms
        w /= w.sum()
        F = sum(x * f for x, f in zip(w, focks))
    raise RuntimeError("self-consistency not reached")


def force_terms(m, a):
    """Analytic x force on the first ion, term by term."""
    c, p, rho = a["c"], a["p"][0], a["rho"]
    dp = (-1j * m.gb[:, 0] * m.beta[0]).conj() @ c
    Q, dQ = m.Q[0], -1j * m.g[:, 0] * m.Q[0]
    dw = 2 * np.real(p.conj() * dp)
    w = abs(p)**2
    dvloc = -1j * m.g[:, 0] * m.vion[0]
    ddens = 2 * (dQ * w.sum() + Q * dw.sum())
    pair = 0.0
    for i in range(NOCC):
        for j in range(NOCC):
            drho = (dQ * p[i].conj() * p[j]
                    + Q * (dp[i].conj() * p[j] + p[i].conj() * dp[j]))
            pair += 2 * np.real(np.sum(m.vx * rho[i, j].conj() * drho)) / m.vol
    eps = np.real(np.diag(c.conj().T @ a["F"] @ c))
    eps_x = np.real(np.diag(c.conj().T @ a["X"] @ c))
    return dict(
        local=-np.real(dvloc @ a["dens"].conj()),
        nonlocal_=-2 * DEPTH * dw.sum(),
        aug_potential=-np.real(a["vtot"] @ ddens.conj()),
        aug_exchange=m.alpha * pair,
        onsite_exchange=2 * m.alpha * m.W * w.sum() * dw.sum(),
        overlap_rest=2 * m.q * np.sum((eps - eps_x) * dw),
        overlap_exchange=2 * m.q * np.sum(eps_x * dw))


def slope(func, h):
    """Four-point central derivative at zero."""
    return (func(-2 * h) - 8 * func(-h) + 8 * func(h) - func(2 * h)) / (12 * h)


def moved(x):
    ions = IONS.copy()
    ions[0, 0] += x
    return ions


STEP, TOL = 0.01, 2e-5      # tolerance covers the finite-difference error

# Norm-conserving model
nc = Model()
ref = solve(nc)
f_nc = force_terms(nc, ref)
force_nc = f_nc["local"] + f_nc["nonlocal_"]
relaxed = -slope(lambda x: solve(Model(moved(x)), ref["F"])["parts"], STEP)
frozen = -slope(lambda x: analyse(Model(moved(x)), ref["c"])["parts"], STEP)
response = relaxed - frozen
assert ref["gap"] > 0.1
assert abs(relaxed.sum() - force_nc) < TOL
assert abs(response.sum()) < TOL
assert abs(response[4]) > 100 * TOL      # exchange energy does change on the way

# Pair density of the two orbitals by direct real-space quadrature
points = (n_all % M) * CELL / M
psi = np.exp(1j * points @ nc.gb.T) @ ref["c"] / np.sqrt(nc.vol)
direct = np.exp(-1j * nc.g @ points.T) @ (psi[:, 0].conj() * psi[:, 1])
direct *= nc.vol / M**3
pair_error = np.max(abs(direct - ref["rho"][0, 1]))
assert pair_error < 1e-10

# Same formula without exchange: only the orbitals differ
hartree_model = Model(alpha=0.0)
hartree = solve(hartree_model)
f_h = force_terms(hartree_model, hartree)
force_h = f_h["local"] + f_h["nonlocal_"]
assert hartree["gap"] > 0.1
assert abs(force_h - force_nc) > 100 * TOL

# Augmented model
AUG = dict(q=0.3, W=2.0)
aug = Model(**AUG)
ref_a = solve(aug)
f_a = force_terms(aug, ref_a)
force_a = sum(f_a.values())
fd_a = -slope(lambda x: solve(Model(moved(x), **AUG), ref_a["F"])["parts"].sum(), STEP)
fd_x = -slope(lambda x: analyse(Model(moved(x), **AUG), ref_a["c"])["parts"][4], STEP)
explicit_x = f_a["aug_exchange"] + f_a["onsite_exchange"]
all_x = explicit_x + f_a["overlap_exchange"]
assert ref_a["gap"] > 0.1
assert abs(ref_a["dens"][0] - 2 * NOCC) < 1e-8
assert abs(fd_a - force_a) < TOL
assert abs(fd_x - explicit_x) < TOL
for name in ("aug_exchange", "onsite_exchange", "overlap_exchange"):
    assert abs(fd_a - (force_a - f_a[name])) > 100 * TOL
assert abs(fd_a - (force_a - all_x)) > 100 * TOL

# Cell size: here exchange does enter explicitly, also without augmentation
def scaled(t):
    return Model(IONS * np.exp(t), CELL * np.exp(t))

fd_cell = slope(lambda t: solve(scaled(t), ref["F"])["parts"].sum(), 0.002)
ionic = slope(lambda t: analyse(scaled(t), ref["c"])["parts"][1:3].sum(), 0.002)
kin, _, _, har, exch = ref["parts"]
cell_formula = -2 * kin - har - exch + ionic
assert abs(fd_cell - cell_formula) < 2e-4
assert abs(exch) > 0.1
pressure_x = exch / (3 * nc.vol)


def show(label, value, unit, digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


print("MODEL")
show("cell edge", CELL, "angstrom", 1)
print("ion 1 position (angstrom):", *IONS[0])
print("ion 2 position (angstrom):", *IONS[1])
show("ion distance", np.linalg.norm(IONS[1] - IONS[0]), "angstrom", 3)
print("valence charge per ion (e):", CHARGE, "; electrons:", 2 * NOCC)
print("plane waves:", NB)
show("highest plane-wave kinetic energy", nc.kin.max(), "eV", 2)
show("projector strength D", DEPTH, "eV", 1)
print("widths ion, projector, augmentation (angstrom):",
      ION_WIDTH, BETA_WIDTH, AUG_WIDTH)
show("finite-difference step", STEP, "angstrom", 2)
print("NORM-CONSERVING, x force on ion 1")
show("exchange energy", exch, "eV", 4)
show("orbital gap", ref["gap"], "eV", 3)
show("local term", f_nc["local"], "eV/angstrom")
show("nonlocal term", f_nc["nonlocal_"], "eV/angstrom")
show("sum, no exchange term", force_nc, "eV/angstrom")
show("sum in nN", force_nc * const.e * 1e10 * 1e9, "nN", 4)
show("finite difference of total energy", relaxed.sum(), "eV/angstrom")
print(f"difference: {abs(relaxed.sum() - force_nc):.1e} eV/angstrom")
show("exchange slope, frozen coefficients", frozen[4], "eV/angstrom")
print("response parts of -dE/dx (orbitals follow the ion)")
for name, value in zip(("kinetic", "local", "nonlocal", "Hartree", "exchange"), response):
    show("  " + name, value, "eV/angstrom")
print(f"  sum of response parts: {response.sum():.1e} eV/angstrom")
show("force with exchange switched off", force_h, "eV/angstrom")
show("change of force due to exchange", force_nc - force_h, "eV/angstrom")
print(f"pair density, largest quadrature deviation: {pair_error:.1e}")
print("AUGMENTED, x force on ion 1")
print("augmentation charge q:", AUG["q"], "; on-site exchange W (eV):", AUG["W"])
show("local term", f_a["local"], "eV/angstrom")
show("nonlocal term", f_a["nonlocal_"], "eV/angstrom")
show("augmentation in local+Hartree potential", f_a["aug_potential"], "eV/angstrom")
show("augmented pair-density exchange", f_a["aug_exchange"], "eV/angstrom")
show("on-site exchange", f_a["onsite_exchange"], "eV/angstrom")
show("overlap, exchange part", f_a["overlap_exchange"], "eV/angstrom")
show("overlap, remaining part", f_a["overlap_rest"], "eV/angstrom")
show("sum of all terms", force_a, "eV/angstrom")
show("finite difference of total energy", fd_a, "eV/angstrom")
show("frozen-coefficient exchange slope", fd_x, "eV/angstrom")
show("pair-density plus on-site exchange", explicit_x, "eV/angstrom")
show("all three exchange terms", all_x, "eV/angstrom")
show("force if all three are left out", force_a - all_x, "eV/angstrom")
print("CELL SIZE, norm-conserving")
show("dE/dlnL, finite difference", fd_cell, "eV", 4)
show("dE/dlnL, formula with exchange", cell_formula, "eV", 4)
show("dE/dlnL, exchange left out", cell_formula + exch, "eV", 4)
show("exchange pressure", pressure_x * GPA, "GPa", 3)
print("all good")
```

It prints:

```
MODEL
cell edge: 5.0 angstrom
ion 1 position (angstrom): 0.3 0.2 0.1
ion 2 position (angstrom): 2.0 0.9 0.5
ion distance: 1.881 angstrom
valence charge per ion (e): 2.0 ; electrons: 4
plane waves: 93
highest plane-wave kinetic energy: 48.13 eV
projector strength D: -20.0 eV
widths ion, projector, augmentation (angstrom): 0.8 0.7 0.7
finite-difference step: 0.01 angstrom
NORM-CONSERVING, x force on ion 1
exchange energy: -28.5033 eV
orbital gap: 21.152 eV
local term: 6.97222 eV/angstrom
nonlocal term: -1.10791 eV/angstrom
sum, no exchange term: 5.86431 eV/angstrom
sum in nN: 9.3957 nN
finite difference of total energy: 5.86431 eV/angstrom
difference: 9.8e-10 eV/angstrom
exchange slope, frozen coefficients: 0.00000 eV/angstrom
response parts of -dE/dx (orbitals follow the ion)
  kinetic: -3.35847 eV/angstrom
  local: 7.33068 eV/angstrom
  nonlocal: 1.27669 eV/angstrom
  Hartree: -5.99575 eV/angstrom
  exchange: 0.74686 eV/angstrom
  sum of response parts: -1.1e-07 eV/angstrom
force with exchange switched off: 5.23863 eV/angstrom
change of force due to exchange: 0.62568 eV/angstrom
pair density, largest quadrature deviation: 4.1e-16
AUGMENTED, x force on ion 1
augmentation charge q: 0.3 ; on-site exchange W (eV): 2.0
local term: 7.14433 eV/angstrom
nonlocal term: -1.83689 eV/angstrom
augmentation in local+Hartree potential: 0.39934 eV/angstrom
augmented pair-density exchange: -0.58439 eV/angstrom
on-site exchange: -0.13597 eV/angstrom
overlap, exchange part: 0.33029 eV/angstrom
overlap, remaining part: -0.94705 eV/angstrom
sum of all terms: 4.36967 eV/angstrom
finite difference of total energy: 4.36967 eV/angstrom
frozen-coefficient exchange slope: -0.72036 eV/angstrom
pair-density plus on-site exchange: -0.72036 eV/angstrom
all three exchange terms: -0.39006 eV/angstrom
force if all three are left out: 4.75973 eV/angstrom
CELL SIZE, norm-conserving
dE/dlnL, finite difference: -32.0135 eV
dE/dlnL, formula with exchange: -32.0135 eV
dE/dlnL, exchange left out: -60.5168 eV
exchange pressure: -12.178 GPa
all good
```
